**Capture number of a perfectly absorbing island in a sink medium**

The program tests $\sigma=2\pi x\,K_1(x)/K_0(x)$ with $x=R/z$, where $R$ is the island radius, $z$ the screening length, and $\sigma D\bar n$ the inflow of adatoms with diffusion coefficient $D$ and far density $\bar n$. It solves the radial diffusion balance by finite differences and asserts that the far density, profile, edge inflow and capture area agree with the derived formulas for five values of $x$ from 0.01 to 5. It also asserts the integral forms of the Bessel functions, the limits of small and large islands, the derivative identity for $\sigma$, and the growth of $\sigma z^2$ with $z$ on a grid. For equal islands, $z$ is found from $N\sigma z^2=1$, where $N$ is the island density, and the finite-difference inflow and capture area are compared with $F/N$ and $1/N$, where $F$ is the deposition flux. The worked example gives $z\approx55$ lattice constants and $\sigma\approx3.3$ at a coverage of 3%. The uniform medium is an assumption of the model and is not tested against explicit arrangements of islands. The case of a finite attachment rate is not part of the program.

## Numerical check

```python
"""Capture number of a perfectly absorbing circular island in a sink medium.

Result under test: sigma = 2 pi x K1(x)/K0(x), x = R/z, where the inflow of
adatoms through the island edge is sigma * D * n_far.
R: island radius, z: screening length, D: diffusion coefficient,
F: deposition flux, n: adatom density (zero at the edge), n_far: its far value.
The medium removes D*n/z^2 adatoms per area and time.
Lengths are in lattice constants a, times in seconds.
"""
import numpy as np
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import k0, k1


def capture_number(x):
    return 2 * np.pi * x * k1(x) / k0(x)


def solve_balance(R, z, F, D, cells=20000):
    """Finite differences in u = ln r; absorbing edge, zero flux far away.

    Returns radii, densities, inflow through the edge and capture area.
    """
    u = np.linspace(np.log(R), np.log(R + 30 * z), cells + 1)
    h = u[1] - u[0]
    r = np.exp(u)
    bands = np.zeros((3, cells))
    bands[0, 1:] = 1.0
    bands[1, :] = -2.0 - (h * r[1:] / z) ** 2
    bands[2, :-1] = 1.0
    bands[2, -2] = 2.0          # mirror point: zero flux at the outer end
    source = -h**2 * F * r[1:] ** 2 / D
    n = np.concatenate(([0.0], solve_banded((1, 1), bands, source)))
    inflow = 2 * np.pi * D * (4 * n[1] - n[2]) / (2 * h)
    area = trapezoid((1 - n / n[-1]) * 2 * np.pi * r**2, u)
    return r, n, inflow, area


# Model parameters of the worked example
F = 0.01        # adatoms per a^2 and second
D = 1.0e7       # a^2 per second
N = 1.0e-4      # islands per a^2
R = 10.0        # a

# Integral representations of the two Bessel functions
for x in (0.1, 1.0, 5.0):
    int0 = quad(lambda t: np.exp(-x * np.cosh(t)), 0, 12, epsabs=1e-13)[0]
    int1 = quad(lambda t: np.cosh(t) * np.exp(-x * np.cosh(t)), 0, 12,
                epsabs=1e-13)[0]
    assert abs(int0 / k0(x) - 1) < 1e-7
    assert abs(int1 / k1(x) - 1) < 1e-7

# Numerical solution of the balance against the derived formulas
print("Capture number: x = R/z, finite differences, formula (dimensionless)")
for x in (0.01, 0.1, 0.5, 1.0, 5.0):
    z_test = R / x
    r, n, inflow, area = solve_balance(R, z_test, F, D)
    sigma_numeric = inflow / (D * n[-1])
    sigma = capture_number(x)
    profile = 1 - k0(r / z_test) / k0(x)
    assert abs(n[-1] / (F * z_test**2 / D) - 1) < 1e-6
    assert np.max(np.abs(n / n[-1] - profile)) < 1e-5
    assert abs(sigma_numeric / sigma - 1) < 1e-5
    assert abs(area / (sigma * z_test**2) - 1) < 1e-5
    print(f"  x = {x:5.2f}   {sigma_numeric:9.4f}   {sigma:9.4f}")

# Limits of small and large islands
x_small, x_large = 0.01, 20.0
sigma_log = 2 * np.pi / (np.log(2 / x_small) - np.euler_gamma)
sigma_line = 2 * np.pi * x_large + np.pi
# the first neglected terms are of relative order x^2 ln(1/x) and order 1/x
assert abs(sigma_log / capture_number(x_small) - 1) < 1e-3
assert abs(sigma_line - capture_number(x_large)) < 1 / x_large
print(f"Small-x limit at x = {x_small}: {sigma_log:.4f}"
      f" (formula {capture_number(x_small):.4f})")
print(f"Large-x limit at x = {x_large}: {sigma_line:.4f}"
      f" (formula {capture_number(x_large):.4f})")

# Monotonicity: derivative identity, and growth of capture area with z
for x in (0.05, 0.5, 3.0):
    step = 1e-5 * x
    slope = (capture_number(x + step) - capture_number(x - step)) / (2 * step)
    identity = 2 * np.pi * x * ((k1(x) / k0(x)) ** 2 - 1)
    assert abs(slope / identity - 1) < 1e-6
z_grid = np.geomspace(R / 50, R * 1e4, 400)
assert np.all(np.diff(capture_number(R / z_grid) * z_grid**2) > 0)

# Worked example: screening length from the capture by N equal islands
z = brentq(lambda s: N * s**2 * capture_number(R / s) - 1, 1.0, 1e4,
           xtol=1e-11)
r, n, inflow, area = solve_balance(R, z, F, D)
assert abs(N * inflow / F - 1) < 1e-5       # islands remove what is deposited
assert abs(N * area - 1) < 1e-5             # capture area is 1/N

x = R / z
sigma = capture_number(x)
n_far = F * z**2 / D
rate = sigma * D * n_far
tau = z**2 / D
edge_speed = rate / (2 * np.pi * R)         # one adatom fills one area a^2
log_estimate = 2 * np.pi / (np.log(2 / x) - np.euler_gamma)
sigma_double = capture_number(2 * x)

print("Worked example")
print(f"  flux F = {F} a^-2 s^-1")
print(f"  diffusion coefficient D = {D:.1e} a^2/s")
print(f"  island density N = {N:.1e} a^-2")
print(f"  island radius R = {R} a")
print(f"  coverage N pi R^2 = {N * np.pi * R**2:.4f}")
print(f"  screening length z = {z:.3f} a")
print(f"  ratio x = R/z = {x:.5f}")
print(f"  K0(x) = {k0(x):.5f}")
print(f"  K1(x) = {k1(x):.5f}")
print(f"  capture number sigma = {sigma:.4f}")
print(f"  sigma from finite differences = {inflow / (D * n[-1]):.4f}")
print(f"  sigma from small-x limit = {log_estimate:.4f}")
print(f"  relative error of small-x limit = {log_estimate / sigma - 1:.4f}")
print(f"  sigma for radius 2R, same z = {sigma_double:.4f}")
print(f"  ratio sigma(2R)/sigma(R) = {sigma_double / sigma:.4f}")
print(f"  far adatom density = {n_far:.4e} a^-2")
print(f"  inflow through edge = {rate:.3f} adatoms/s")
print(f"  capture area sigma z^2 = {sigma * z**2:.1f} a^2")
print(f"  capture area by quadrature = {area:.1f} a^2")
print(f"  direct impingement on island = {F * np.pi * R**2:.3f} adatoms/s")
print(f"  relaxation time z^2/D = {tau:.4e} s")
print(f"  edge speed = {edge_speed:.4f} a/s")
print(f"  fractional growth of R in that time = {edge_speed * tau / R:.3e}")
for label, distance in (("2R", 2 * R), ("z", z), ("2z", 2 * z), ("4z", 4 * z)):
    ratio = 1 - k0(distance / z) / k0(x)
    assert abs(np.interp(distance, r, n / n[-1]) - ratio) < 1e-5
    print(f"  n/n_far at r = {label}: {ratio:.4f}")

print("success")
```

Printed output:

```
Capture number: x = R/z, finite differences, formula (dimensionless)
  x =  0.01      1.3305      1.3305
  x =  0.10      2.5510      2.5510
  x =  0.50      5.6293      5.6293
  x =  1.00      8.9826      8.9826
  x =  5.00     34.4248     34.4248
Small-x limit at x = 0.01: 1.3309 (formula 1.3305)
Large-x limit at x = 20.0: 128.8053 (formula 128.7679)
Worked example
  flux F = 0.01 a^-2 s^-1
  diffusion coefficient D = 1.0e+07 a^2/s
  island density N = 1.0e-04 a^-2
  island radius R = 10.0 a
  coverage N pi R^2 = 0.0314
  screening length z = 55.325 a
  ratio x = R/z = 0.18075
  K0(x) = 1.84972
  K1(x) = 5.32111
  capture number sigma = 3.2670
  sigma from finite differences = 3.2670
  sigma from small-x limit = 3.4399
  relative error of small-x limit = 0.0529
  sigma for radius 2R, same z = 4.6489
  ratio sigma(2R)/sigma(R) = 1.4230
  far adatom density = 3.0609e-06 a^-2
  inflow through edge = 100.000 adatoms/s
  capture area sigma z^2 = 10000.0 a^2
  capture area by quadrature = 10000.0 a^2
  direct impingement on island = 3.142 adatoms/s
  relaxation time z^2/D = 3.0609e-04 s
  edge speed = 1.5915 a/s
  fractional growth of R in that time = 4.872e-05
  n/n_far at r = 2R: 0.3492
  n/n_far at r = z: 0.7724
  n/n_far at r = 2z: 0.9384
  n/n_far at r = 4z: 0.9940
success
```
